\section*{Averaged and spin-orbit parts of j-dependent semilocal pseudopotentials}

\section{The decision and the theorem}

A relativistic pseudopotential may supply two radial functions for each $l>0$, one for $j=l+\tfrac12$ and one for $j=l-\tfrac12$. A calculation with spin-free orbitals has room for one function per $l$. One must decide which function to use there, and which operator to add when spin-orbit coupling is wanted, so that the original potential is recovered without double counting. The theorem below settles both choices.

Hartree atomic units are used, so $\hbar=1$. Let $\mathbf r$ be measured from the pseudopotential centre, with $r=|\mathbf r|$. The operators are $\mathbf l=-i\mathbf r\times\nabla$, $\mathbf s=\boldsymbol\sigma/2$ and $\mathbf j=\mathbf l+\mathbf s$. The potential acts on two-component spinors as
\begin{equation}
V=V_{\rm loc}(r)+\sum_l\sum_{j=l\pm1/2}V_{lj}(r)P_{lj},\qquad
P_{lj}=\sum_{m_j}|ljm_j\rangle\langle ljm_j| .
\label{eq:start}
\end{equation}
The states $|ljm_j\rangle$ are orthonormal functions of angle and spin, so $P_{lj}$ leaves the radial coordinate alone. Such a potential is called semilocal: it multiplies in $r$ but projects in angle. The functions $V_{lj}$ are real and are measured relative to $V_{\rm loc}$. Write $V_\pm=V_{l,l\pm1/2}$ and $P_\pm=P_{l,l\pm1/2}$ at fixed $l$, and let $P_l$ project on orbital angular momentum $l$ with either spin.

\subsection{Theorem}

Under these assumptions,
\begin{equation}
V=V_{\rm loc}+\sum_l P_l\left[V_{{\rm av},l}(r)+V_{{\rm so},l}(r)\,\mathbf l\cdot\mathbf s\right]P_l,
\label{eq:theorem}
\end{equation}
with
\begin{equation}
V_{{\rm av},l}=\frac{(l+1)V_++lV_-}{2l+1},\qquad
V_{{\rm so},l}=\frac{2(V_+-V_-)}{2l+1}.
\label{eq:coeff}
\end{equation}
For $l=0$ there is no $j=-\tfrac12$. In that channel $V_{{\rm av},0}=V_+$, and $V_{{\rm so},0}$ is set to zero.

This is an operator identity. It does not require $V_+-V_-$ to be small.

\section{Two lemmas and the proof}

\subsection{Lemma 1: eigenvalues of the coupling operator}

For fixed $l$, the operator $X=\mathbf l\cdot\mathbf s$ has the value $l/2$ on the $2l+2$ states with $j=l+\tfrac12$. For $l>0$ it has the value $-(l+1)/2$ on the $2l$ states with $j=l-\tfrac12$.

\textit{Proof.} Components of $\mathbf l$ commute with components of $\mathbf s$, because they act on different variables. Therefore
\begin{equation}
\mathbf j^2=\mathbf l^2+\mathbf s^2+2\,\mathbf l\cdot\mathbf s,
\qquad
X=\tfrac12\left[j(j+1)-l(l+1)-\tfrac34\right]
\end{equation}
on a state $|ljm_j\rangle$. The two values of $j$ give
\begin{align}
j=l+\tfrac12:\quad X&=\tfrac12\left[l^2+2l+\tfrac34-l^2-l-\tfrac34\right]=\frac l2,\\
j=l-\tfrac12:\quad X&=\tfrac12\left[l^2-\tfrac14-l^2-l-\tfrac34\right]=-\frac{l+1}{2}.
\end{align}
Each $j$ has $2j+1$ values of $m_j$, which gives the stated numbers of states.

\subsection{Lemma 2: projectors linear in the coupling operator}

The two projectors are
\begin{equation}
P_+=P_l\frac{l+1+2X}{2l+1},\qquad
P_-=P_l\frac{l-2X}{2l+1}.
\label{eq:projectors}
\end{equation}

\textit{Proof.} Take $l>0$ first. The states with the two values of $j$ together form a basis of the $l$ shell. An operator $P_l(a+bX)$ equals $P_+$ if it has the value 1 on the upper $j$ and 0 on the lower $j$:
\begin{equation}
a+\frac{bl}{2}=1,\qquad a-\frac{b(l+1)}2=0.
\end{equation}
Subtracting the second equation from the first gives $b(2l+1)/2=1$, so $b=2/(2l+1)$. The second equation then gives $a=(l+1)/(2l+1)$. Completeness of the shell means $P_-=P_l-P_+$, and
\begin{equation}
1-\frac{l+1+2X}{2l+1}=\frac{l-2X}{2l+1}.
\end{equation}
For $l=0$, $X=0$ on the shell, and Eq.~(\ref{eq:projectors}) gives $P_+=P_0$ and $P_-=0$, as required.

The linear form is sufficient because $X$ has at most two distinct eigenvalues. They satisfy
\begin{equation}
\left(X-\frac l2\right)\left(X+\frac{l+1}{2}\right)=0
\quad\Longrightarrow\quad
X^2=\frac{l(l+1)}4-\frac X2
\end{equation}
on the shell, so any higher power of $X$ can be reduced to a linear expression. Idempotence of $P_+$ can be verified in the same way:
\begin{align}
(l+1+2X)^2&=(l+1)^2+4(l+1)X+4X^2\nonumber\\
&=(l+1)^2+4(l+1)X+l(l+1)-2X\nonumber\\
&=(2l+1)(l+1+2X).
\end{align}
Division by $(2l+1)^2$ gives $P_+^2=P_+$.

\subsection{Proof of the theorem}

Insert Eq.~(\ref{eq:projectors}) into one $l$ term of Eq.~(\ref{eq:start}):
\begin{align}
V_+P_++V_-P_-
&=P_l\frac{V_+(l+1+2X)+V_-(l-2X)}{2l+1}\nonumber\\
&=P_l\left[\frac{(l+1)V_++lV_-}{2l+1}
+\frac{2(V_+-V_-)}{2l+1}X\right].
\end{align}
The operator $\mathbf l$ differentiates only with respect to angles, so $X$ commutes with functions of $r$. It maps an $l$ shell into itself, so it also commutes with $P_l$. Since $P_l^2=P_l$, a projector can be written on each side of the bracket. Summation over $l$ proves Eq.~(\ref{eq:theorem}).

Substitution of the eigenvalues gives a check on both signs and factors:
\begin{align}
V_{\rm av}+\frac l2V_{\rm so}
&=\frac{(l+1)V_++lV_-+lV_+-lV_-}{2l+1}=V_+,\\
V_{\rm av}-\frac{l+1}{2}V_{\rm so}
&=\frac{(l+1)V_++lV_--(l+1)V_++(l+1)V_-}{2l+1}=V_-.
\end{align}
Positive $V_{\rm so}$ therefore places the potential for the larger $j$ above that for the smaller $j$.

\section{Remarks on the separated operator}

\subsection{Which potential is spin-free}

The weights in $V_{\rm av}$ are the fractions of states in the two $j$ groups, $(2l+2)/(4l+2)$ and $2l/(4l+2)$. The average can also be obtained by tracing over spin. Since each component of $\mathbf s$ has zero trace,
\begin{equation}
\frac12\,{\rm Tr}_{\rm spin}\left[P_l(V_{\rm av}+V_{\rm so}X)\right]
=V_{\rm av}P_l^{\rm space},
\end{equation}
where $P_l^{\rm space}$ is the projector without its unit spin matrix. Thus $V_{\rm av}$ is the spin-independent part of the operator. The unweighted mean differs from it:
\begin{equation}
\frac{V_++V_-}{2}
=V_{\rm av}+\frac12\left(\frac l2-\frac{l+1}{2}\right)V_{\rm so}
=V_{\rm av}-\frac{V_{\rm so}}4 .
\end{equation}
For $l>0$, using the unweighted mean together with $V_{\rm so}X$ would leave an error $-V_{\rm so}/4$ in both $j$ channels.

If $V_+=V_-$, the coupling term vanishes. At fixed $V_+-V_-$ and large $l$, its radial coefficient falls as $1/l$, but the separation of the two eigenvalues of $X$ is $(2l+1)/2$. Their product remains $V_+-V_-$.

\subsection{The local reference}

Suppose the supplied functions are total potentials $U_\pm=V_\pm+V_{\rm loc}$. Because the weights add to one, their average is $V_{\rm av}+V_{\rm loc}$. The local part cancels from $U_+-U_-$, so $V_{\rm so}$ is the same for either choice. One must still subtract $V_{\rm loc}$ once from the average, or it will be counted twice in Eq.~(\ref{eq:theorem}).

The angular projector cannot be dropped. Without it, the coupling written for one $l$ would act on every nonzero orbital angular momentum. With several atoms, each centre needs its own $\mathbf r$, $\mathbf l$ and $P_l$.

\subsection{Matrix elements between general orbitals}

Let $f\chi$ and $g\eta$ be products of spatial functions and constant spinors. Equation~(\ref{eq:theorem}) gives, for one $l$,
\begin{align}
\langle f\chi|V_+P_++V_-P_-|g\eta\rangle
={}&\langle\chi|\eta\rangle\langle f|V_{\rm av}P_l^{\rm space}|g\rangle\nonumber\\
&+\sum_{k=x,y,z}\langle\chi|s_k|\eta\rangle
\langle f|V_{\rm so}P_l^{\rm space}l_k|g\rangle .
\label{eq:matrix}
\end{align}
The addition theorem turns the sum over spherical harmonics into a Legendre polynomial $\mathcal L_l$:
\begin{equation}
(P_l^{\rm space}g)(r\mathbf n)=\frac{2l+1}{4\pi}
\int d\Omega'\,\mathcal L_l(\mathbf n\cdot\mathbf n')g(r\mathbf n').
\end{equation}
This kernel is real. For real $f$ and $g$, the average integral is therefore real, while the integral containing $l_k$ is purely imaginary because $\mathbf l=-i\mathbf r\times\nabla$. The latter operator is Hermitian, so its matrix in real orbitals is also antisymmetric.

For a Gaussian $g=e^{-b|\mathbf r-\mathbf B|^2}$, the required derivative is elementary:
\begin{equation}
\mathbf l g=-i\mathbf r\times[-2b(\mathbf r-\mathbf B)g]
=-2ib(\mathbf r\times\mathbf B)g,
\end{equation}
since $\mathbf r\times\mathbf r=0$. It vanishes for $\mathbf B=0$, when the Gaussian is an $s$ function about the centre.

The numerical check evaluates such an element from Clebsch--Gordan projectors and from Eq.~(\ref{eq:matrix}). Take the unnormalized Gaussians $f=e^{-0.8|\mathbf r-\mathbf A|^2}$ and $g=e^{-0.6|\mathbf r-\mathbf B|^2}$ with $\mathbf A=(0.9,0.2,-0.4)$ and $\mathbf B=(-0.3,0.8,0.5)$, the spinors $\chi=(0.6,\,0.8i)$ and $\eta=(0.8,\,0.6)$, and the $p$-channel potentials $V_+=4.2e^{-r^2}$ and $V_-=3.6e^{-r^2}$ hartree, with lengths counted as pure numbers in bohr. The average part is $-0.13600+0.13600i$ hartree; it is complex only through the spin overlap $\langle\chi|\eta\rangle=0.48-0.48i$, which multiplies a real spatial integral. The coupling part is $0.01025-0.01437i$ hartree. Their sum, formed before rounding, is $-0.12574+0.12163i$ hartree and agrees with the direct evaluation.

\subsection{Scope of the identity}

The proof needs rotational symmetry about the centre. If the radial coefficient depended on $m_j$, two functions per $l$ would not describe it. Multiplication in $r$, however, can be relaxed: a radial integral operator that does not act on angle or spin still commutes with $X$ and $P_l$. If $V_+$ and $V_-$ are each a one-term separable radial operator, the average and the difference are sums of two such terms, and can have rank two.

\section{Consequences for one-electron energies}

\subsection{Proposition}

Consider one electron with Hamiltonian $\mathbf p^2/2+V$, where $V$ is held fixed. For $l>0$, let $E_\pm$ be the lowest bound energies in the two $j$ channels. Let $E_{\rm av}$ be the lowest energy for the same $l$ when $V_{\rm av}$ replaces both potentials, and assume that it is also bound. Then
\begin{equation}
\bar E\equiv\frac{(l+1)E_++lE_-}{2l+1}\le E_{\rm av}.
\label{eq:bound}
\end{equation}

\textit{Proof.} Write the spatial-spin state as $u(r)/r$ times an angular spinor. The kinetic energy depends on $l$ but not on $j$, so the radial Hamiltonians are
\begin{equation}
h_\pm=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}
+V_{\rm loc}+V_\pm .
\end{equation}
Let $w_+=(l+1)/(2l+1)$ and $w_-=l/(2l+1)$. Since $w_++w_-=1$, the averaged Hamiltonian is $h_{\rm av}=w_+h_++w_-h_-$. If $u_0$ is its normalized lowest state, the variational principle gives
\begin{align}
E_{\rm av}&=w_+\langle u_0|h_+|u_0\rangle
+w_-\langle u_0|h_-|u_0\rangle\nonumber\\
&\ge w_+E_++w_-E_-=\bar E .
\end{align}
Physically, each $j$ channel can lower its energy by adjusting its own radial function; the averaged calculation has one function for both. This proof concerns the lowest state in each channel. It does not cover excited states or a self-consistent calculation in which $V$ changes with the orbitals.

\subsection{First and second order}

Multiply the coupling by a dimensionless parameter $\lambda$, with $\lambda=1$ for the original potential. At a given $j$ the Hamiltonian is $h_{\rm av}+\eta V_{\rm so}$, where $\eta=\lambda x$, $x_+=l/2$ and $x_-=-(l+1)/2$. Let $u_n$ be the normalized radial states of $h_{\rm av}$ with energies $\epsilon_n$, so $\epsilon_0=E_{\rm av}$. For small coupling, expand the lowest state and its energy as
\begin{equation}
u=u_0+\eta u^{(1)}+\cdots,\qquad
E=\epsilon_0+\eta e_1+\eta^2e_2+\cdots,
\end{equation}
with $\langle u_0|u-u_0\rangle=0$. The first-order equation is
\begin{equation}
(h_{\rm av}-\epsilon_0)u^{(1)}=(e_1-V_{\rm so})u_0.
\end{equation}
Projection on $u_0$ gives $e_1=\langle u_0|V_{\rm so}|u_0\rangle$. Projection on $u_n$ with $n\ne0$ gives
\begin{equation}
\langle u_n|u^{(1)}\rangle
=-\frac{\langle u_n|V_{\rm so}|u_0\rangle}{\epsilon_n-\epsilon_0}.
\end{equation}
Projection of the second-order equation on $u_0$ gives $e_2=\langle u_0|V_{\rm so}|u^{(1)}\rangle=-S$, where
\begin{equation}
S=\sum_{n\ne0}\frac{|\langle u_n|V_{\rm so}|u_0\rangle|^2}
{\epsilon_n-\epsilon_0}.
\end{equation}
The sum includes an integral over continuum states; a finite basis replaces it by a discrete sum. For the lowest state, $S\ge0$.

The splitting uses
\begin{equation}
x_+-x_-=\frac{2l+1}{2},\qquad
x_+^2-x_-^2=\frac{l^2-(l+1)^2}{4}=-\frac{2l+1}{4}.
\end{equation}
Hence, through second order,
\begin{equation}
E_+-E_-=\frac{2l+1}{2}\left[\lambda\langle V_{\rm so}\rangle_0
+\frac{\lambda^2S}{2}\right],
\label{eq:split}
\end{equation}
where $\langle\cdots\rangle_0$ is an expectation value in $u_0$.

For the weighted mean, the linear term vanishes because $w_+x_++w_-x_-=0$. The quadratic average is
\begin{equation}
w_+x_+^2+w_-x_-^2
=\frac{(l+1)l^2+l(l+1)^2}{4(2l+1)}
=\frac{l(l+1)}4 .
\end{equation}
It follows that, to leading nonzero order,
\begin{equation}
E_{\rm av}-\bar E=\frac{l(l+1)}4\lambda^2S .
\label{eq:gap}
\end{equation}
The averaged potential thus gives the centre of the two levels to first order, but generally not beyond it.

\section{A worked $p$-shell example}

Take a model electron in $V_{\rm loc}=-3/r$, with the additional $p$-channel potentials $A_j e^{-r^2}$. Here $r$ is in bohr, $A_{3/2}=4.2$ hartree and $A_{1/2}=3.6$ hartree. The theorem gives
\begin{align}
A_{\rm av}&=\frac{2(4.2)+3.6}{3}=4.0\ \text{hartree},\\
A_{\rm so}&=\frac{2(4.2-3.6)}3=0.4\ \text{hartree}.
\end{align}

For $m_j=\tfrac12$, use the basis $|m=0,\uparrow\rangle$, $|m=1,\downarrow\rangle$. With $l_\pm=l_x\pm il_y$ and $s_\pm=s_x\pm is_y$,
\begin{equation}
\mathbf l\cdot\mathbf s=l_zs_z+\tfrac12(l_+s_-+l_-s_+).
\end{equation}
The diagonal elements are $0$ and $-\tfrac12$. Since $l_+|0\rangle=\sqrt2|1\rangle$, the off-diagonal element is $\sqrt2/2$. The amplitude matrix is therefore
\begin{equation}
4.0\begin{pmatrix}1&0\\0&1\end{pmatrix}
+0.4\begin{pmatrix}0&1/\sqrt2\\1/\sqrt2&-1/2\end{pmatrix}
=\begin{pmatrix}4.000&0.283\\0.283&3.800\end{pmatrix}
\end{equation}
in hartree. Its eigenvalues are 3.6 and 4.2 hartree, the two starting amplitudes. The off-diagonal terms are needed to recover them: a product state with definite $m$ and spin is not, in this block, a state of definite $j$.

Diagonalization of the two-component Hamiltonian in the $p$ shell gives, for the lowest level of each $j$,
\begin{equation}
E_{3/2}=-0.76330,\qquad E_{1/2}=-0.78571\quad\text{hartree}.
\end{equation}
Separate finite-difference solutions with $V_+$ and $V_-$ agree with these levels to all digits shown. The splitting is $0.02241$ hartree, or $0.610$ eV.

The radial expectation value is $\langle V_{\rm so}\rangle_0=0.014395$ hartree. The first-order splitting is then
\begin{equation}
\tfrac32(0.014395)=0.02159\ \text{hartree},
\end{equation}
which is 3.6\% below the full splitting, relative to the latter. Equation~(\ref{eq:split}) accounts for most of this difference. The computed second-order gap is $S/2=4.919\times10^{-4}$ hartree, so the second-order addition to the splitting is
\begin{equation}
\tfrac34S=\tfrac32(4.919\times10^{-4})
=7.38\times10^{-4}\ \text{hartree}.
\end{equation}
The corrected estimate is $0.02233$ hartree. The remaining difference comes from higher orders.

The calculation with $V_{\rm av}$ alone gives $E_{\rm av}=-0.77026$ hartree. The weighted mean of the two-component levels is
\begin{equation}
\bar E=\frac{2(-0.76330)+(-0.78571)}3=-0.77077\ \text{hartree}.
\end{equation}
It lies $5.09\times10^{-4}$ hartree below $E_{\rm av}$, as Eq.~(\ref{eq:bound}) permits. The second-order value is $4.92\times10^{-4}$ hartree. When the coupling is reduced to one tenth, the computed gap is $4.935\times10^{-6}$ hartree and Eq.~(\ref{eq:gap}) gives $4.919\times10^{-6}$ hartree. Their closer relative agreement is expected because the neglected terms begin at third order in $\lambda$.

For this model, a spin-free calculation with $V_{\rm av}$ followed by a first-order coupling correction gives the splitting to within a few per cent. This accuracy belongs to the coupling strength chosen: by Eq.~(\ref{eq:split}) the relative error is, to leading order, $\lambda S/(2\langle V_{\rm so}\rangle_0)\approx0.034\lambda$, so it grows with the coupling, and at $\lambda=5$ the first-order splitting is about 22\% too low. Diagonalizing with $V_{\rm so}\mathbf l\cdot\mathbf s$ included also allows the radial functions of the two levels to differ, and recovers the energies of the original $j$-dependent potential.

\section*{Table of computed values}
\begin{verbatim}
Projector test, l = 0..3, largest deviation: 1.1e-16
Operator identity, l = 0..3, largest deviation: 2.2e-16
Off-centre p element from j projectors: -0.12574240 +0.12162959i hartree
  average part: -0.13599702 +0.13599702i hartree
  l.s part:     0.01025461 -0.01436743i hartree
  |difference of the two roads|: 2.3e-16 hartree
Off-centre d element from j projectors: -0.00961224 +0.00900301i hartree
  average part: -0.01113127 +0.01113127i hartree
  l.s part:     0.00151903 -0.00212827i hartree
  |difference of the two roads|: 1.6e-16 hartree
Model charge in -Z/r: 3.0
Amplitude A_3/2: 4.2000 hartree
Amplitude A_1/2: 3.6000 hartree
Average amplitude: 4.0000 hartree
Spin-orbit amplitude: 0.4000 hartree
l.s block mj=1/2, basis |0 up>,|1 down>: [0.000000 0.707107; 0.707107 -0.500000]
Amplitude block: [4.000000 0.282843; 0.282843 3.800000] hartree
Its eigenvalues: 3.600000, 4.200000 hartree
E_3/2, two-component: -0.7633026 hartree
E_3/2, finite difference with V+: -0.7633026 hartree
E_1/2, two-component: -0.7857087 hartree
E_1/2, finite difference with V-: -0.7857087 hartree
Splitting E_3/2 - E_1/2: 0.022406 hartree = 0.6097 eV
<V_so> in the orbital of V_av: 0.014395 hartree
First-order splitting: 0.021592 hartree
Exact/first-order splitting, full coupling: 1.03769
Exact/first-order splitting, coupling x 0.01: 1.00034
E_av from V_av alone: -0.7702619 hartree
Weighted mean of the levels: -0.7707713 hartree
Gap E_av - mean: 5.0939e-04 hartree
Second-order gap: 4.9190e-04 hartree
Gap at coupling x 0.1: 4.9352e-06 hartree
Second-order gap at coupling x 0.1: 4.9190e-06 hartree
\end{verbatim}
